**Wilson's partition integral against the constant-thickness Burton-Prim-Slichter form**

The program tests k_eff = k/[1 − (1 − k)Δ], where Δ = (V/D)∫exp(∫w/D dz′)dz, k is the equilibrium partition coefficient, V the growth speed, D the diffusivity and w the axial melt velocity in the interface frame. It solves the von Kármán flow under a rotating crystal, including the melt drawn into the solid, and asserts two integrated momentum balances. A finite-difference solution of the transport equation agrees with Wilson's integral to a relative 1.7 × 10⁻⁵ at 1 and 10 mm/min, for k = 0.087 and k = 2, and the program also asserts the solute budget. Further assertions cover the step-velocity limit, the sign of the constant-thickness error for sample flows, and the slow- and fast-growth limits. For rough gallium-in-germanium parameters at 1 mm/min the output gives k_eff = 0.116, against 0.117 from the constant-thickness form with the slow-growth thickness of the full flow. At an illustrative 10 mm/min the two values are 0.566 and 0.721. The last lines give rough sizes of neglected effects and of a change of D by a factor of two, which matters most among them at 1 mm/min.

## Check in Python

```python
# RESULT UNDER TEST: effective partitioning of a dopant at a growing crystal,
#   k_eff = k / (1 - (1-k)*Delta),
#   Delta = (V/D) * integral_0^inf exp( integral_0^z w/D ) dz,
# and its reduction to k/(k+(1-k)exp(-V*delta/D)) for a step velocity field.
# V growth speed, D diffusivity, k equilibrium partition coefficient,
# w(z) = -V - v(z) axial melt velocity in the interface frame, v >= 0.
# Rotating-crystal flow: zeta = z*sqrt(omega/nu), w = sqrt(nu*omega)*H(zeta),
# radial and azimuthal velocities r*omega*F and r*omega*G,
# suction S = V/sqrt(nu*omega), Schmidt number Sc = nu/D,
# P(zeta) = integral of (-H-S), the dimensionless integral of v.
from functools import lru_cache
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import solve_bvp, simpson, quad
from scipy.linalg import solve_banded
from scipy.special import gamma

ZETA_MAX = 20.0


@lru_cache(maxsize=None)
def flow(S):
    """Von Karman flow under a rotating disk that draws in fluid."""
    def rhs(x, y):
        F, Fp, G, Gp, H, P = y
        return np.vstack([Fp, F**2 - G**2 + H*Fp, Gp,
                          2*F*G + H*Gp, -2*F, -H - S])

    def ends(a, b):
        return np.array([a[0], a[2] - 1, a[4] + S, a[5], b[0], b[2]])

    x = ZETA_MAX*np.linspace(0, 1, 600)**2
    e = np.exp(-x)
    guess = np.vstack([0.5*x*e, 0.5*(1 - x)*e, e, -e,
                       -S - 1 + (1 + x)*e, x - 2 + (2 + x)*e])
    result = solve_bvp(rhs, ends, x, guess, tol=1e-8, max_nodes=20000)
    assert result.success, result.message
    return result.sol


def layer_integral(Sc, drift, suction, strength=1.0):
    """Integral of exp(-Sc*(drift*zeta + strength*P)) over zeta."""
    x = np.linspace(0, min(ZETA_MAX, 12*Sc**(-1/3)), 8001)
    P = flow(suction)(x)[5]
    return simpson(np.exp(-Sc*(drift*x + strength*P)), x=x)


def partition(k, Delta):
    return k/(1 - (1 - k)*Delta)


def bps(k, V, D, delta):
    return k/(k + (1 - k)*np.exp(-V*delta/D))


# Example inputs: rough values for Ga-doped Ge, in cm and s
k, D, nu = 0.087, 1.0e-4, 1.3e-3
rpm, speed, radius = 20.0, 1.0, 2.5
omega = 2*np.pi*rpm/60
Sc = nu/D
length = np.sqrt(nu/omega)
velocity = np.sqrt(nu*omega)


def cm_per_s(mm_per_min):
    return mm_per_min/600.0


def wilson_delta_factor(V, diffusivity=D, strength=1.0):
    S = V/velocity
    schmidt = nu/diffusivity
    return S*schmidt*layer_integral(schmidt, S, S, strength)


# Flow checked through integrated radial and azimuthal momentum
for S in (0.0, cm_per_s(speed)/velocity):
    x = np.linspace(0, ZETA_MAX, 20001)
    F, Fp, G, Gp, H, P = flow(S)(x)
    assert abs(-Gp[0] - S - 4*simpson(F*G, x=x)) < 1e-5
    assert abs(Fp[0] - simpson(G**2 - 3*F**2, x=x)) < 1e-5
    assert F.min() > -1e-7


# Direct finite-difference solution of D C'' - w C' = 0
def direct_solution(V, k_eq, n=6000):
    S = V/velocity
    z = np.linspace(0, 12*Sc**(-1/3)*length, n + 1)
    h = z[1] - z[0]
    fields = flow(S)(z/length)
    w = velocity*fields[4]
    lower = D/h**2 + w/(2*h)
    upper = D/h**2 - w/(2*h)
    diagonal = np.full(n, -2*D/h**2)
    diagonal[0] += lower[0]*2*h*V*(1 - k_eq)/D
    matrix = np.zeros((3, n))
    matrix[0, 1:] = upper[:n - 1]
    matrix[0, 1] = 2*D/h**2
    matrix[1] = diagonal
    matrix[2, :-1] = lower[1:n]
    source = np.zeros(n)
    source[-1] = -upper[n - 1]
    C = np.append(solve_banded((1, 1), matrix, source), 1.0)
    outflow = simpson(2*omega*fields[0]*(C - 1), x=z)
    return k_eq*C[0], V*(1 - k_eq*C[0]), outflow


fd_error = 0.0
for pull in (speed, 10.0):
    for k_eq in (k, 2.0):
        V = cm_per_s(pull)
        direct, budget, outflow = direct_solution(V, k_eq)
        formula = partition(k_eq, wilson_delta_factor(V))
        fd_error = max(fd_error, abs(direct/formula - 1))
        assert abs(direct/formula - 1) < 1e-4
        assert abs(outflow/budget - 1) < 1e-3
        if pull == speed and k_eq == k:
            k_direct = direct

# Positive form of 1-Delta from integration by parts
V = cm_per_s(speed)
S = V/velocity
x = np.linspace(0, 12*Sc**(-1/3), 8001)
y = flow(S)(x)
positive = simpson(Sc*(-y[4] - S)*np.exp(-Sc*(S*x + y[5])), x=x)
assert abs(positive - (1 - wilson_delta_factor(V))) < 1e-6

# Stagnant film followed by inflow of finite speed U (units D = film = 1)
for v_growth in (0.3, 2.0):
    for U in (1.0, 50.0, 1e5):
        inner = quad(lambda z: np.exp(-v_growth*z), 0, 1)[0]
        outer = quad(lambda q: np.exp(-v_growth*(1 + q/(v_growth + U)) - U*q
                                     / (v_growth + U)), 0, 60)[0]
        remainder = 1 - v_growth*(inner + outer/(v_growth + U))
        expected = np.exp(-v_growth)*U/(U + v_growth)
        assert abs(remainder - expected) < 1e-8
    assert abs(partition(k, 1 - remainder)/bps(k, v_growth, 1, 1) - 1) < 1e-4


# Generic convection weights exp(-Phi), lengths in arbitrary units
def weighted(Phi, s, power=0):
    def f(z):
        return z**power*np.exp(-s*z - Phi(z))
    return sum(quad(f, a, b, epsabs=1e-13, epsrel=1e-12, limit=300)[0]
               for a, b in ((0, 1), (1, 3), (3, 60)))


profiles = [lambda z: z**2, lambda z: z**3, lambda z: z**2/(1 + z)]
for Phi in profiles:
    M0, M1 = weighted(Phi, 0), weighted(Phi, 0, 1)
    c = M1/M0**2 - 0.5
    s = 1e-3
    thickness = -np.log(1 - s*weighted(Phi, s))/s
    assert c > 0
    assert abs((1 - thickness/M0)/(s*M0)/c - 1) < 0.02
    for s in (0.2, 1.0, 5.0):
        Delta = s*weighted(Phi, s)
        assert Delta < 1 - np.exp(-s*M0)
        assert partition(0.1, Delta) < bps(0.1, s, 1, M0)
        assert partition(2.0, Delta) > bps(2.0, s, 1, M0)

# Sharper velocity onset approaches the constant-thickness form
gaps = []
for m in (3, 12, 48):
    M0 = weighted(lambda z: z**m, 0)
    s = 1/M0
    Delta = s*weighted(lambda z: z**m, s)
    gaps.append(bps(k, s, 1, M0)/partition(k, Delta) - 1)
assert gaps[0] > 5*gaps[1] > 25*gaps[2] > 0

# Slow-growth coefficient and fast-growth law of the quadratic flow
c_quadratic = gamma(5/3)/(2*gamma(4/3)**2) - 0.5
cubic = profiles[1]
c_numeric = weighted(cubic, 0, 1)/weighted(cubic, 0)**2 - 0.5
assert abs(c_quadratic - c_numeric) < 1e-9
mp.mp.dps = 30
fast = mp.mpf(60)
remainder = 1 - fast*mp.quad(lambda z: mp.exp(-fast*z - z**3),
                             [0, 0.05, 0.2, 0.5, 1, 2, 6])
a_unit = 3                       # Phi = z^3 means v = 3 z^2 when D = 1
fast_ratio = float(remainder/(2*a_unit/fast**3))
assert abs(fast_ratio - 1) < 1e-3

# Thin-layer law and first correction, tested with the full flow
slope = flow(0.0)(0.0)[1]
thin_coefficient = gamma(4/3)*(3/slope)**(1/3)
correction = ((3/slope)**(1/3)/(12*slope)*gamma(5/3)/gamma(4/3))
residuals = []
for schmidt in (1e3, 1e4):
    ratio = layer_integral(schmidt, 0, 0.0)*schmidt**(1/3)/thin_coefficient
    residuals.append(abs(ratio - 1 - correction*schmidt**(-1/3)))
assert residuals[0] < 3e-3 and residuals[1] < residuals[0]/3.5

# Worked example
delta_full = length*layer_integral(Sc, 0, 0.0)
delta_thin = thin_coefficient*D**(1/3)*nu**(1/6)*omega**(-1/2)
Delta = wilson_delta_factor(V)
k_eff = partition(k, Delta)
delta_V = -D/V*np.log(1 - Delta)
um = 1e4
print("Ga in Ge, rough inputs")
print(f"k = {k:.3f}; D = {D:.1e} cm2/s; nu = {nu:.1e} cm2/s")
print(f"rotation = {rpm:.0f} rpm; omega = {omega:.4f} rad/s")
print(f"growth speed = {speed:.1f} mm/min = {V:.4e} cm/s")
print(f"crystal radius = {radius:.1f} cm; Schmidt number = {Sc:.1f}")
print(f"flow length sqrt(nu/omega) = {length*um:.1f} um")
print(f"suction V/sqrt(nu*omega) = {S:.4f}")
print(f"flow slope F'(0), no suction = {slope:.5f}")
print(f"quadratic coefficient a = {slope*omega**1.5/nu**0.5:.2f} 1/(cm s)")
print(f"thin-layer coefficient = {thin_coefficient:.4f}")
print(f"first correction coefficient of Sc^(-1/3) = {correction:.4f}")
print(f"slow-growth delta, full flow = {delta_full*um:.1f} um")
print(f"slow-growth delta, quadratic flow = {delta_thin*um:.1f} um")
print(f"Wilson Delta = {Delta:.5f}; delta(V) = {delta_V*um:.1f} um")
print(f"k_eff Wilson = {k_eff:.5f}; finite differences = {k_direct:.5f}")
print(f"largest relative finite-difference mismatch = {fd_error:.1e}")
print(f"slow-growth c, quadratic flow = {c_quadratic:.5f}")
print(f"fast-growth remainder / its limiting law = {fast_ratio:.5f}")
print("BPS excess in k_eff at V*M0/D=1, exponent z^m:")
for m, gap in zip((3, 12, 48), gaps):
    print(f"  m = {m}: {100*gap:.4f} %")
print("V mm/min | delta um | fixed-flow delta um | Wilson k_eff")
print("         | BPS k_eff full delta | BPS k_eff quadratic delta")
previous = delta_full
for pull in (0.2, 1.0, 3.0, 10.0):
    Vp = cm_per_s(pull)
    Sp = Vp/velocity
    Dp = wilson_delta_factor(Vp)
    frozen = Sp*Sc*layer_integral(Sc, Sp, 0.0)
    local_M0 = length*layer_integral(Sc, 0, Sp)
    assert Dp < 1 - np.exp(-Vp*local_M0/D)
    thickness = -D/Vp*np.log(1 - Dp)
    thickness_frozen = -D/Vp*np.log(1 - frozen)
    assert thickness < previous
    previous = thickness
    print(f"{pull:4.1f} | {thickness*um:.1f} | {thickness_frozen*um:.1f}"
          f" | {partition(k, Dp):.5f}")
    print(f"     | {bps(k, Vp, D, delta_full):.5f}"
          f" | {bps(k, Vp, D, delta_thin):.5f}")

# Rough sizes of neglected effects at the example's growth speed
print("Neglected effects, rough sizes")
for other_D in (0.5e-4, 2.0e-4):
    changed = partition(k, wilson_delta_factor(V, other_D))
    print(f"k_eff if D = {other_D:.1e} cm2/s: {changed:.5f}")
expansion, temperature_difference = 1e-4, 20.0
buoyancy = (constants.g*100*expansion*temperature_difference
            / (omega**2*radius))
changed = partition(k, wilson_delta_factor(V, strength=1 - buoyancy))
print(f"thermal expansion = {expansion:.0e} 1/K; "
      f"melt dT = {temperature_difference:.0f} K")
print(f"buoyancy/rotation force = {buoyancy:.3f}")
print(f"k_eff if v is weaker by that fraction: {changed:.5f}")
density_ratio = 0.95
changed = partition(k, wilson_delta_factor(V*density_ratio))
print(f"k_eff at solid/melt density {density_ratio:.2f}: {changed:.5f}")
print(f"delta/radius = {delta_V/radius:.4f}; "
      f"Reynolds number = {omega*radius**2/nu:.0f}")
depth = 5.0
print(f"layer time = {delta_V**2/D:.2f} s; "
      f"bath time ({depth:.0f} cm deep) = {depth/V:.0f} s")
gradient, soret = 50.0, 1e-3
print(f"melt gradient = {gradient:.0f} K/cm; Soret = {soret:.0e} 1/K")
print(f"Soret/rejection flux = {soret*gradient*D/(V*(1-k)):.4f}")
jump_length = 3e-8
trapping = V*jump_length/D
k_trapped = (k + trapping)/(1 + trapping)
print(f"relative rise of k by trapping = {k_trapped/k - 1:.1e}")
melting_K, latent_J, bath_fraction = 1211.0, 3.7e4, 1e-5
liquidus = constants.R*melting_K**2*(1 - k)/latent_J
needed = liquidus*(1 - k)*bath_fraction*(k_eff/k)*V/D
print(f"supercooling limit at Ga fraction {bath_fraction:.0e}: "
      f"{needed:.3f} K/cm")
print("every check passed")
```

Output:

```
Ga in Ge, rough inputs
k = 0.087; D = 1.0e-04 cm2/s; nu = 1.3e-03 cm2/s
rotation = 20 rpm; omega = 2.0944 rad/s
growth speed = 1.0 mm/min = 1.6667e-03 cm/s
crystal radius = 2.5 cm; Schmidt number = 13.0
flow length sqrt(nu/omega) = 249.1 um
suction V/sqrt(nu*omega) = 0.0319
flow slope F'(0), no suction = 0.51023
quadratic coefficient a = 42.89 1/(cm s)
thin-layer coefficient = 1.6117
first correction coefficient of Sc^(-1/3) = 0.2980
slow-growth delta, full flow = 198.1 um
slow-growth delta, quadratic flow = 170.8 um
Wilson Delta = 0.27544; delta(V) = 193.3 um
k_eff Wilson = 0.11623; finite differences = 0.11623
largest relative finite-difference mismatch = 1.7e-05
slow-growth c, quadratic flow = 0.06605
fast-growth remainder / its limiting law = 0.99972
BPS excess in k_eff at V*M0/D=1, exponent z^m:
  m = 3: 5.2929 %
  m = 12: 0.4180 %
  m = 48: 0.0278 %
V mm/min | delta um | fixed-flow delta um | Wilson k_eff
         | BPS k_eff full delta | BPS k_eff quadratic delta
 0.2 | 197.1 | 196.9 | 0.09236
     | 0.09239 | 0.09163
 1.0 | 193.3 | 192.6 | 0.11623
     | 0.11704 | 0.11243
 3.0 | 184.2 | 182.2 | 0.19314
     | 0.20416 | 0.18288
10.0 | 156.9 | 152.5 | 0.56569
     | 0.72116 | 0.62138
Neglected effects, rough sizes
k_eff if D = 5.0e-05 cm2/s: 0.13433
k_eff if D = 2.0e-04 cm2/s: 0.10563
thermal expansion = 1e-04 1/K; melt dT = 20 K
buoyancy/rotation force = 0.179
k_eff if v is weaker by that fraction: 0.11883
k_eff at solid/melt density 0.95: 0.11462
delta/radius = 0.0077; Reynolds number = 10069
layer time = 3.74 s; bath time (5 cm deep) = 3000 s
melt gradient = 50 K/cm; Soret = 1e-03 1/K
Soret/rejection flux = 0.0033
relative rise of k by trapping = 5.2e-06
supercooling limit at Ga fraction 1e-05: 0.061 K/cm
every check passed
```
